# Surface recombination at a charged interface: band bending and the inverse-square law

A semiconductor surface is covered by an insulating film. Light creates electron–hole pairs in the bulk, and some of them recombine through electronic states at the interface. The film also holds fixed charge. If it is positive, it draws electrons to the surface and drives holes away. Recombination needs both carriers, so a strong charge should slow it even though no interface state has been removed. By how much, and how does the answer depend on the light level?

The quantity wanted is the effective surface recombination velocity

$$S=\frac{U_s}{\Delta n},$$

where $U_s$ is the net recombination rate per area at the interface and $\Delta n$ is the excess carrier density at the inner edge of the space-charge layer, where the semiconductor is again neutral. Recombination inside the layer is left out.

## One surface by hand

Take a p-type semiconductor at 300 K with relative permittivity 12, acceptor density $N_A=10^{15}$ cm⁻³ and intrinsic density $n_i=10^{10}$ cm⁻³. These are round model parameters. Let $\Delta n=10^{15}$ cm⁻³. The equilibrium densities are $p_0\approx N_A$ and $n_0=10^5$ cm⁻³, so at the edge

$$n_d=n_0+\Delta n\approx10^{15},\qquad p_d=p_0+\Delta n\approx 2\times10^{15}\ \text{cm}^{-3}.$$

Sheet charges are counted in elementary charges per cm². The fixed charge is $Q_f=10^{12}$ cm⁻². The interface has $N_{acc}=2.5\times10^{10}$ cm⁻² acceptor states, negative when filled, and as many donor states, neutral when filled. With many electrons present, assume for now that all are filled. The net charge facing the semiconductor is then

$$Q=Q_f-N_{acc}=9.75\times10^{11}\ \text{cm}^{-2}.$$

**Electrons at the surface.** Let $x$ run into the semiconductor and let $u$ be the electrostatic potential relative to the edge, in units of $kT/e$. Assume Boltzmann statistics and quasi-Fermi levels that are flat across the layer. Then $n=n_de^{u}$ and $p=p_de^{-u}$. Near this surface electrons dominate the space charge, and Poisson's equation reads

$$u''=\frac{e^2}{\varepsilon kT}\,n=\frac{2}{K}\,n_de^{u},\qquad K=\frac{2\varepsilon kT}{e^2}=3.43\times10^5\ \text{cm}^{-1}.$$

Multiplying by $u'$ makes both sides derivatives: $(u'^2/2)'=(2/K)\,n'$. Integrating from the interior, where the field and this electron density are comparatively negligible, gives $u'^2=4n/K$. Gauss's law at the surface, with no field beyond the charged film, gives $u'(0)=-2Q/K$. Hence $4Q^2/K^2=4n_s/K$, or

$$n_s=\frac{Q^2}{K}=\frac{(9.75\times10^{11})^2}{3.43\times10^5}\approx2.77\times10^{18}\ \text{cm}^{-3}.$$

The square has a simple origin: the electrostatic pressure of the field, proportional to $Q^2$, is balanced by the gas pressure $n_skT$.

**Holes at the surface.** Multiplying the two Boltzmann factors gives $n_sp_s=n_dp_d$. Therefore

$$p_s=\frac{10^{15}\times2\times10^{15}}{2.77\times10^{18}}\approx7.2\times10^{11}\ \text{cm}^{-3}.$$

**Recombination.** The states are full of electrons and wait for holes. With thermal velocity $v=10^7$ cm/s, hole capture cross section $\sigma_p=10^{-15}$ cm² and $N_t=5\times10^{10}$ cm⁻² states in total, the rate is $U_s=S_{p0}p_s$, where $S_{p0}=v\sigma_pN_t=500$ cm/s. So

$$S=500\times\frac{7.2\times10^{11}}{10^{15}}\approx0.36\ \text{cm/s}.$$

This calculation assumed the occupation of the states and neglected all other charge in the layer. The general method removes both assumptions.

## The general charge balance

Neutrality at the edge means $p_d-n_d=N_A$, with all acceptors ionized. Keeping every charge, Poisson's equation becomes

$$u''=\frac2K\left(n_de^u-p_de^{-u}+p_d-n_d\right).$$

The bracket is $dg/du$, with $g(0)=0$, for

$$g(u)=n_d(e^u-1-u)+p_d(e^{-u}-1+u).$$

Multiplication by $u'$ and integration from the edge, where $u=u'=0$, now gives $u'^2=4g/K$. The semiconductor's sheet charge is

$$Q_{sc}=\int_0^\infty(p-n-N_A)\,dx=-\frac K2\int_0^\infty u''\,dx=\frac K2u'(0).$$

If the surface potential $u_s$ is positive, $u$ falls with depth and $u'(0)<0$; if it is negative, the sign reverses. Thus

$$Q_{sc}(u_s)=-\operatorname{sgn}(u_s)\sqrt{K\,g(u_s)}.$$

As a test, Poisson's equation was also solved by finite differences in depth, with $u_s$ prescribed. For the surface above, the integrated charge is $-9.750\times10^{11}$ cm⁻², equal to $-Q$ to the digits shown.

## Occupation and recombination of the states

Consider a state at energy $E$ from midgap, where the intrinsic level is placed. Let $f$ be its occupation and let $c_n=v\sigma_n$, $c_p=v\sigma_p$. It captures electrons at rate $c_nn_s(1-f)$ and emits them at rate $c_nn_1f$. Detailed balance in equilibrium fixes $n_1=n_ie^{E/kT}$. For holes the rates are $c_pp_sf$ and $c_pp_1(1-f)$, with $p_1=n_ie^{-E/kT}$. In steady state the net captures are equal:

$$c_n[n_s(1-f)-n_1f]=c_p[p_sf-p_1(1-f)].$$

Collecting the terms in $f$,

$$f=\frac{c_nn_s+c_pp_1}{M},\qquad M=c_n(n_s+n_1)+c_p(p_s+p_1).$$

The rate per state is $r=c_n[n_s-f(n_s+n_1)]$. Inserting $f$, the terms in $c_n^2$ cancel and leave

$$r=\frac{c_nc_p}{M}\left[n_s(p_s+p_1)-(n_s+n_1)p_1\right]=\frac{c_nc_p(n_sp_s-n_i^2)}{M},$$

because the terms $n_sp_1$ cancel and $n_1p_1=n_i^2$. This is the Shockley–Read–Hall rate.

The states have uniform density $D_{it}=10^{11}$ cm⁻² eV⁻¹ within $w=0.25$ eV of midgap, with acceptors above and donors below. Their charge is

$$Q_{it}=D_{it}\left[\int_{-w}^{0}(1-f)\,dE-\int_0^wf\,dE\right].$$

Finally, flat quasi-Fermi levels give

$$n_sp_s-n_i^2=(n_0+\Delta n)(p_0+\Delta n)-n_0p_0=\Delta n\,(n_0+p_0+\Delta n).$$

The factor $\Delta n$ cancels in the velocity:

$$S=(n_0+p_0+\Delta n)\,D_{it}\int_{-w}^{w}\frac{c_nc_p}{M(E)}\,dE.$$

Injection still enters through the prefactor and through the surface densities $n_s$ and $p_s$ in $M$.

## The algorithm

1. Choose $Q_f$ and $\Delta n$, and form $n_d$ and $p_d$.
2. For a trial $u_s$, compute $n_s$, $p_s$, the occupations, $Q_{it}$ and $Q_{sc}$.
3. Find the root of $Q_f+Q_{it}(u_s)+Q_{sc}(u_s)=0$ by bracketing.
4. Evaluate the integral for $S$ at the root.

The root is unique. The derivative $dg/du$ increases with $u$ and vanishes at $u=0$, so $g$ grows on both sides of zero and $Q_{sc}$ falls steadily from large positive to large negative values. The occupation has the form $A/(A+B)$, where $A=c_nn_s+c_pp_1$ rises with $u_s$ and $B=c_nn_1+c_pp_s$ falls. Hence $f$ rises and $Q_{it}$ falls. The total charge crosses zero once. Near $u=0$, evaluating the differences $e^{\pm u}-1$ by a dedicated function greatly reduces cancellation in $g$. The remaining subtraction of $\pm u$ still costs some digits when $|u|$ is very small; there the series $g\approx(n_d+p_d)u^2/2$ can be used.

## The inverse-square law and its corrections

Write $Q=Q_f+Q_{it}$ for the net charge. Squaring the balance $Q=-Q_{sc}$ and writing out $g$ gives

$$n_s=\frac{Q^2}{K}+n_d+p_d-p_s-N_Au_s.$$

For strong positive $Q$ the first term dominates. If also $\sigma_nn_s\gg\sigma_pp_s$, and emission is negligible, meaning $n_s\gg n_1$ and $\sigma_nn_s\gg\sigma_pp_1$, then $M\approx c_nn_s$ and

$$S\approx S_{p0}\,(n_0+p_0+\Delta n)\,\frac{K}{Q^2}.$$

The full solution at $\Delta n=10^{15}$ cm⁻³ gives:

| $Q_f$ (cm⁻²) | $Q$ (cm⁻²) | $S$ (cm/s) | $S$/law |
|---|---|---|---|
| 0 | $-9.3\times10^{9}$ | 1023 | 0.26 |
| $10^{11}$ | $7.51\times10^{10}$ | 60.5 | 0.994 |
| $3\times10^{11}$ | $2.75\times10^{11}$ | 4.58 | 1.011 |
| $10^{12}$ | $9.75\times10^{11}$ | 0.361 | 1.002 |
| $2\times10^{12}$ | $1.975\times10^{12}$ | 0.088 | 1.001 |

At zero fixed charge the law does not apply. The close agreement at $10^{11}$ cm⁻² is helped by a cancellation: there $n_d+p_d=3.0\times10^{15}$ cm⁻³ while $N_Au_s=2.8\times10^{15}$ cm⁻³.

The square belongs to the net charge, not to $Q_f$. With the acceptors full, $Q=Q_f-N_{acc}$, so

$$\frac{d\ln S}{d\ln Q_f}=-\frac{2Q_f}{Q_f-N_{acc}}=-\frac{2}{0.975}=-2.051$$

at $Q_f=10^{12}$ cm⁻². The full solution gives $-2.054$ in $Q_f$ and $-2.003$ in $Q$. With Boltzmann statistics the exponent in $Q_f$ itself approaches $-2$ when $Q_f\gg N_{acc}$. On this surface, degeneracy of the electrons, treated at the end, makes the dependence steeper again before that limit is reached.

## Dependence on injection

At $Q_f=10^{12}$ cm⁻² the results are:

| $\Delta n$ (cm⁻³) | $S$ (cm/s) | law (cm/s) |
|---|---|---|
| $10^{13}$ | 0.183 | 0.182 |
| $10^{14}$ | 0.199 | 0.198 |
| $10^{15}$ | 0.361 | 0.361 |
| $10^{16}$ | 1.97 | 1.98 |
| $10^{17}$ | 17.0 | 18.2 |

For $\Delta n\ll N_A$ the hole density at the edge is set by doping. The electron density at the surface is pinned by the charge, so for $n_0\ll\Delta n\ll N_A$ the density $p_s$ is proportional to $\Delta n$ and $S$ is nearly constant. The pinning requires $Q^2/K\gg N_Au_s$, and $u_s=\ln(n_s/n_d)$ grows as $\Delta n$ falls. At $Q_f=10^{12}$ cm⁻² the term $N_Au_s$ stays near 1% of $Q^2/K$ or below. At $Q_f=10^{11}$ cm⁻², where $Q^2/K\approx1.6\times10^{16}$ cm⁻³, the ionized acceptors take over much of the charge at low injection, $n_s$ drops, and $S$ rises far above the law. Well above $N_A$ the product $n_dp_d$ grows as $\Delta n^2$, and $S$ rises nearly linearly as long as the fixed charge still sets $n_s$.

At $10^{17}$ cm⁻³ the law is 7% above the full solution. The injected carriers are no longer negligible beside $Q^2/K$: the term $n_d+p_d\approx2\times10^{17}$ cm⁻³ raises $n_s$ from $2.77\times10^{18}$ to $2.97\times10^{18}$ cm⁻³. Putting the corrected $n_s$ into the law gives 17.0 cm/s.

At still higher injection the linear rise must end. For small $u_s$, $g\approx(n_d+p_d)u_s^2/2$, so at fixed charge $u_s\to0$ as $\Delta n$ grows. Then $n_s\approx p_s\approx\Delta n$, and within this model

$$S\to\frac{S_{n0}S_{p0}}{S_{n0}+S_{p0}}=\frac{5000\times500}{5500}\approx455\ \text{cm/s},$$

where $S_{n0}=v\sigma_nN_t=5000$ cm/s for $\sigma_n=10^{-14}$ cm². The injected carriers now screen the fixed charge so well that it no longer keeps holes away from the surface. The approach is slow: $u_s\approx Q/\sqrt{K\Delta n}$ is still 0.17 at $\Delta n=10^{20}$ cm⁻³ for $Q_f=10^{12}$ cm⁻². The limit is therefore reached only at densities where Boltzmann statistics no longer hold, and it shows the trend rather than an attainable value.

## Small charge and negative charge

At low injection, a small positive charge can increase recombination on this surface. At fixed $\Delta n$ the numerator of $r$ does not depend on $u_s$. In $M$ only $c_nn_de^{u_s}+c_pp_de^{-u_s}$ varies. Setting its derivative to zero gives equal capture rates, $c_nn_s=c_pp_s$, and hence

$$u^*=\frac12\ln\frac{\sigma_pp_d}{\sigma_nn_d}.$$

This minimizes $M$ for every state at once, so it maximizes $S$. For $\Delta n=10^{13}$ cm⁻³, $u^*=\tfrac12\ln10.1=1.156$. A direct search over $Q_f$ finds the maximum at this potential, with $Q_f=1.16\times10^{10}$ cm⁻² and $S=7340$ cm/s, against 6907 cm/s at $Q_f=0$.

The value exceeds $S_{n0}$ because $S$ is referred to the edge, while electrons gather at the surface: $n_s/\Delta n\approx e^{1.156}=3.18$. Without emission, equal capture rates would give $S=S_{n0}\times3.18/2\approx7900$ cm/s. The terms $n_1$ and $p_1$ in $M$ lower this to the computed value.

For strong negative charge the carriers exchange roles. Holes accumulate, $p_s\approx Q^2/K$, and electron capture limits the rate, so $S_{n0}$ replaces $S_{p0}$. The empty donors contribute positive charge, and $Q=-9.75\times10^{11}$ cm⁻² for $Q_f=-10^{12}$ cm⁻². The full solution is 3.59 cm/s and the law gives 3.61 cm/s. This is ten times the positive-charge result because $\sigma_n=10\,\sigma_p$.

## Where the assumptions give way

**Flat quasi-Fermi levels.** Holes must flow to the surface through a region where they are scarce. With diffusivity $D$, a constant flux $U_s$ requires a quasi-Fermi gradient $U_s/(Dp)$ in units of $kT$ per length. Near a strongly charged surface $|u'|=2\sqrt{n/K}$, so the drop is

$$\frac{U_s}{D}\int\frac{dx}{p}\approx\frac{U_s}{Dp_s}\,\frac{\sqrt K}{2\sqrt{n_s}}\int_{-\infty}^{u_s}e^{(u-u_s)/2}\,du=\frac{U_s}{Dp_s}\sqrt{\frac K{n_s}}=\frac{S_{p0}K}{DQ}.$$

The integral equals 2, and the last step uses $n_s=Q^2/K$ and $U_s=S_{p0}p_s$. For $D=10$ cm²/s and $Q_f=10^{12}$ cm⁻² this is $1.8\times10^{-5}$. The depth profile gives $1.7\times10^{-5}$, after subtracting the gradient that the neutral region would have. At the low-injection maximum, the same subtraction gives the larger correction for the electrons, $-0.009$: because electrons gather near the surface, their drop is smaller by this amount than the neutral-region gradient continued to the surface would give. That gradient is $S/D$, about 0.01 per screening length $\sqrt{K/[2(n_d+p_d)]}\approx1.3\times10^{-5}$ cm, so the total electron drop across the layer is at most a few hundredths of $kT$. Flatness is a good approximation in both cases, but it would fail for sufficiently large capture velocities or small diffusivities.

**States near the band edges.** In the band used here $n_1$ and $p_1$ stay below about $1.6\times10^{14}$ cm⁻³, so at strong charge every state is active. If states fill the gap, those with $n_1>n_s$ or $\sigma_pp_1>\sigma_nn_s$ lose their carriers by emission and contribute little. As long as both limits lie within the energy range of the states, the active energy width is approximately $kT\,\Lambda$, with

$$\Lambda=\ln\frac{n_s}{n_i}+\ln\frac{\sigma_nn_s}{\sigma_pn_i}.$$

Since $S\propto\Lambda/n_s$ and $d\Lambda/d\ln n_s=2$,

$$\frac{d\ln S}{d\ln n_s}\approx-1+\frac2\Lambda.$$

For states within 0.55 eV of midgap and $n_s=2.18\times10^{17}$ cm⁻³, this is $-0.945$; the integral over states gives $-0.948$. At this point $d\ln n_s/d\ln Q=2g/(dg/du)=2.01$, so the slope in $Q$ is $-1.91$ instead of the $-2.01$ of the narrow band: more charge also activates more states.

**Degenerate electrons.** When $n_s$ approaches the effective density of states $N_c$, Boltzmann statistics fail. Let $\eta$ be the electron quasi-Fermi level above the band edge at the surface, in $kT$. Define $F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{t^j\,dt}{1+e^{t-\eta}}$, which tends to $e^\eta$ for large negative $\eta$. Since $\partial_\eta=-\partial_t$ on the Fermi factor, integration by parts gives $dF_j/d\eta=F_{j-1}$. The density is $N_cF_{1/2}(\eta)$, and its integral over potential is therefore $N_cF_{3/2}(\eta)$, so the charge relation becomes $Q^2/K=N_cF_{3/2}(\eta)$. The holes remain dilute, with $p_s=n_dp_d/(N_ce^\eta)$. Therefore

$$\frac{S_{\text{Fermi}}}{S_{\text{Boltzmann}}}=\frac{Q^2/(KN_c)}{e^\eta}.$$

For $N_c=2.5\times10^{19}$ cm⁻³ the ratio is 0.98 at $Q=10^{12}$ cm⁻² and 0.84 at $3\times10^{12}$ cm⁻². Degenerate electrons are harder to compress, so a given charge needs a larger band bending, which repels holes more strongly. Quantum confinement in the narrow surface layer is a further effect that this model omits. The numerical output lists the surface potentials and electron densities for the two scans, in fixed charge and in injection.

## Computed results

```
temperature 300 K, kT = 0.02585 eV, eps_r = 12
n_i = 1.0e+10, N_A = 1.0e+15, n0 = 1.0e+05 cm^-3
D_it = 1.0e+11 cm^-2 eV^-1, half width = 0.25 eV
N_t = 5.00e+10, acceptors N_acc = 2.50e+10 cm^-2
v_th = 1.0e+07 cm/s, D = 10 cm^2/s
sigma_n = 1.0e-14, sigma_p = 1.0e-15 cm^2
S_n0 = 5000.0, S_p0 = 500.0 cm/s; K = 3.4288e+05 cm^-1
fixed-charge scan at dn = 1.0e+15 cm^-3
Q_f, Q_net [cm^-2]; u_s; n_s, p_s [cm^-3]; S [cm/s]; S/law
0.0e+00 -9.3369e+09 -0.400 6.702e+14 2.984e+15 1023 0.2602
1.0e+11 7.5061e+10 2.804 1.651e+16 1.212e+14 60.5 0.9942
3.0e+11 2.7500e+11 5.385 2.182e+17 9.167e+12 4.583 1.011
1.0e+12 9.7500e+11 7.926 2.768e+18 7.227e+11 0.3613 1.002
2.0e+12 1.9750e+12 9.339 1.137e+19 1.759e+11 0.08795 1.001
log slope at Q_f = 1.0e+12 cm^-2: in Q_net -2.0028
  in Q_f -2.0542, expected -2.0513
injection scan at Q_f = 1.0e+12 cm^-2
dn [cm^-3]; u_s; n_s [cm^-3]; S, law, corrected law [cm/s]
1.0e+13 12.529 2.761e+18 0.1829 0.1821 0.1829
1.0e+14 10.227 2.763e+18 0.1990 0.1984 0.1990
1.0e+15 7.926 2.768e+18 0.3613 0.3607 0.3613
1.0e+16 5.630 2.788e+18 1.9729 1.9838 1.9729
1.0e+17 3.390 2.967e+18 17.0203 18.2146 17.0028
Q_f = -1.0e+12 cm^-2: S = 3.5935, law 3.6069 cm/s
maximum at dn = 1.0e+13 cm^-3: Q_f = 1.158e+10 cm^-2
  u = 1.1563, predicted 1.1563
  S = 7340.0 cm/s; at Q_f = 0 S = 6907.4 cm/s
strong charge: depth charge -9.75001e+11, -Q_net -9.75000e+11 cm^-2
  quasi-Fermi drops: holes 1.70e-05, electrons -5.85e-07 kT
  estimated hole drop 1.76e-05 kT
maximum: depth charge -1.29070e+10, -Q_net -1.29070e+10 cm^-2
  quasi-Fermi drops: holes 1.66e-04, electrons -9.21e-03 kT
states within 0.55 eV of midgap, n_s = 2.182e+17 cm^-3:
  slope in n_s -0.9478, predicted -0.9446
  slope in Q_net -1.9078
Fermi statistics with N_c = 2.5e+19 cm^-3:
  Q_net = 1.0e+12 cm^-2: S(Fermi)/S(Boltzmann) = 0.9798
  Q_net = 3.0e+12 cm^-2: S(Fermi)/S(Boltzmann) = 0.8434
```
